# Silicene gaps and quantum-capacitance steps in a perpendicular field

## First half: from the lattice to the gaps

### A choice to make before a capacitance sweep

A calculation of the quantum capacitance of silicene needs a range of chemical potential, a range of perpendicular field and a temperature. All three depend on where the band edges lie. Suppose the aim is to see capacitance steps merge at the field where a gap closes. One could follow the two steps at positive chemical potential and look for the field at which they meet. That search fails: in the model treated here these two steps coincide at zero field and are well separated at the critical field. The steps that meet there are an electron step and a hole step, they meet at charge neutrality, and their height has gone to zero by then. The window must therefore include neutrality, and the temperature must be low enough to resolve a few meV.

The derivation starts from the lattice, because the assignment of gaps to valleys and spins rests on signs that a low-energy formula leaves unexplained.

### Lattice, field and signs

Silicene is a honeycomb of silicon atoms with lattice constant \(a\). It is buckled: sublattice A lies at height \(+\ell\) and sublattice B at \(-\ell\). Projected on the plane, the bonds from an A atom to its B neighbours are

\[
\delta_1=a\left(0,\tfrac1{\sqrt3}\right),\quad
\delta_2=a\left(-\tfrac12,-\tfrac1{2\sqrt3}\right),\quad
\delta_3=a\left(\tfrac12,-\tfrac1{2\sqrt3}\right).
\]

Let \(F\) be the field along \(+z\) that acts across the buckle. It is the total field, including the part made by the sheet's own charge; the field applied from outside is larger, and the second half estimates by how much. The electrostatic potential is \(-Fz\), and an electron has charge \(-e\), so its energy is \(+eFz\). The site energies are then \(+U\) on A and \(-U\) on B, with

\[
U=e\ell F .
\]

Electrons are treated as independent, with one orbital per atom. The intrinsic spin-orbit coupling is a second-neighbour hop that conserves the spin component \(s=\pm1\) along \(z\). Rashba terms, which flip this spin, are neglected, so each spin has its own Hamiltonian:

\[
H_s=-t\sum_{\langle ij\rangle}c_i^\dagger c_j
+\frac{i\lambda s}{3\sqrt3}\sum_{\langle\langle ij\rangle\rangle}\nu_{ij}c_i^\dagger c_j
+U\sum_i\xi_i c_i^\dagger c_i .
\]

Here \(t>0\) is the hopping, \(\lambda>0\) is the spin-orbit energy, and \(\xi_i=+1\) on A and \(-1\) on B. A second-neighbour hop from \(j\) to \(i\) passes an atom between them; \(\nu_{ij}=+1\) if the path turns left there and \(-1\) if it turns right.

The left turns have to be found. Starting on A, take bond \(\delta_3\) to a B atom and then \(-\delta_2\) to another A atom. The displacement is \(\delta_3-\delta_2=a(1,0)\). The turn is given by the \(z\) component of the cross product of the two moves:

\[
\left[\delta_3\times(-\delta_2)\right]_z=\left[\delta_2\times\delta_3\right]_z
=\frac{a^2}{4\sqrt3}+\frac{a^2}{4\sqrt3}>0 .
\]

This is a left turn. Rotations by 120° give the other two, so the left-turning displacements on A are

\[
b_1=a(1,0),\quad b_2=a\left(-\tfrac12,\tfrac{\sqrt3}2\right),\quad
b_3=a\left(-\tfrac12,-\tfrac{\sqrt3}2\right).
\]

The opposite displacements are right turns. On B the displacement \(b_1\) is reached by \(-\delta_2\) followed by \(+\delta_3\), whose cross product is \(-[\delta_2\times\delta_3]_z<0\). The same displacement is thus a right turn on B, and the spin-orbit term has opposite signs on the two sublattices.

### The two bands of each spin

Take a Bloch state with amplitude \(u_Ae^{ik\cdot R}\) on A sites and \(u_Be^{ik\cdot R}\) on B sites. An A site at \(R\) receives amplitude from B sites at \(R+\delta_p\), which gives the matrix element \(-tf(k)\), with

\[
f(k)=\sum_{p=1}^3e^{ik\cdot\delta_p}.
\]

A left-turning hop with displacement \(b_p\) comes from the site \(R-b_p\) and carries the phase \(e^{-ik\cdot b_p}\). The right-turning hop with displacement \(-b_p\) carries \(e^{+ik\cdot b_p}\) and the opposite sign. Together they give

\[
\frac{i\lambda s}{3\sqrt3}\sum_p\left(e^{-ik\cdot b_p}-e^{ik\cdot b_p}\right)
=\frac{2\lambda s}{3\sqrt3}\sum_p\sin(k\cdot b_p),
\]

because the bracket equals \(-2i\sin(k\cdot b_p)\) and \(i(-2i)=2\). Define

\[
g(k)=-\frac{2}{3\sqrt3}\sum_p\sin(k\cdot b_p).
\]

The spin-orbit energy is then \(-s\lambda g\) on A and \(+s\lambda g\) on B. With the site energy added, the Bloch matrix is

\[
H_s(k)=\begin{pmatrix}m_s&-tf\\-tf^*&-m_s\end{pmatrix},\qquad
m_s(k)=U-s\lambda g(k).
\]

Its trace is zero and its square is \((m_s^2+t^2|f|^2)\) times the unit matrix, so the energies are \(\pm E_s(k)\) with

\[
E_s(k)=\sqrt{t^2|f(k)|^2+\left[U-s\lambda g(k)\right]^2}.
\]

The spectrum is symmetric about zero energy, which is midgap. With one electron per atom the lower bands are full.

### Where a gap can close

The energy is the root of a sum of two squares. It vanishes if, and only if, both \(f\) and \(m_s\) vanish at the same wave vector.

The first condition says that three complex numbers of unit length add to zero. Their directions must then differ by 120°. There are two ways of ordering them around the circle, and the two independent phase differences fix \(k\) up to a reciprocal lattice vector. This leaves two points, the valleys

\[
K_\eta=\eta\left(\frac{4\pi}{3a},0\right),\qquad \eta=\pm1 .
\]

At \(K_\eta\) the bond phases are \(0\), \(-2\pi\eta/3\) and \(+2\pi\eta/3\), so \(f=1+2\cos(2\pi/3)=0\), as required.

For the second condition we need \(g(K_\eta)\). The phase \(K_\eta\cdot b_1\) is \(4\pi\eta/3\). The phases for \(b_2\) and \(b_3\) are \(-2\pi\eta/3\), which differs from \(4\pi\eta/3\) by a multiple of \(2\pi\). All three sines therefore equal \(-\eta\sqrt3/2\), and

\[
g(K_\eta)=-\frac{2}{3\sqrt3}\left(-\frac{3\sqrt3}{2}\eta\right)=\eta .
\]

The mass at the valley is

\[
\Delta_{\eta s}=U-\eta s\lambda ,
\]

and the energies there are \(\pm|\Delta_{\eta s}|\). A gap closes when \(U=\eta s\lambda\), that is, at \(|F|=F_c\) with

\[
F_c=\frac{\lambda}{e\ell}.
\]

Neither \(t\) nor \(a\) enters, because the nearest-neighbour term vanishes at the valley and leaves the site energy to balance the spin-orbit energy alone.

### Is the valley point the band edge?

The closing condition needs no expansion. To call \(2|\Delta_{\eta s}|\) the gap of a valley at other fields, we must also show that the energy is lowest at \(K_\eta\). Write \(k=K_\eta+q\) and expand for small \(qa\).

To first order, using \(f(K_\eta)=0\),

\[
f\simeq i\sum_p(q\cdot\delta_p)e^{iK_\eta\cdot\delta_p}.
\]

The coefficient of \(q_x\) in the sum is \(\frac a2(e^{2\pi i\eta/3}-e^{-2\pi i\eta/3})=i\eta\frac{\sqrt3a}{2}\). The coefficient of \(q_y\) is \(\frac{a}{\sqrt3}\left[1-\cos(2\pi/3)\right]=\frac{\sqrt3a}{2}\). Hence

\[
f\simeq\frac{\sqrt3a}{2}\left(-\eta q_x+iq_y\right),\qquad
|f|^2\simeq\tfrac34a^2q^2 .
\]

In \(g\), the terms linear in \(q\) share the factor \(\cos(4\pi/3)\) and cancel because \(b_1+b_2+b_3=0\). The second-order terms need

\[
\sum_p(q\cdot b_p)^2=a^2\left[q_x^2+2\left(\tfrac14q_x^2+\tfrac34q_y^2\right)\right]=\tfrac32a^2q^2 ,
\]

where the cross terms of \(b_2\) and \(b_3\) cancel. Each sine is multiplied by \(1-(q\cdot b_p)^2/2\), so

\[
g\simeq\frac{\eta}{3}\left(3-\tfrac34a^2q^2\right)=\eta\left(1-\tfrac14a^2q^2\right).
\]

The mass becomes \(m_s\simeq\Delta_{\eta s}+\frac14\eta s\lambda a^2q^2\). Squaring it and keeping second order,

\[
E_s^2\simeq\Delta_{\eta s}^2+a^2q^2\left(\tfrac34t^2+\tfrac12\eta s\lambda\Delta_{\eta s}\right).
\]

The valley is a minimum if the bracket is positive. Since \(\eta s\Delta_{\eta s}=\eta sU-\lambda\ge-(|U|+\lambda)\), it is enough that

\[
\lambda(|U|+\lambda)<\tfrac32t^2 .
\]

For \(\lambda=3.9\) meV, \(t=1.1\) eV and \(U=\lambda\), the left side is about 30 meV² and the right side about \(1.8\times10^6\) meV².

A lower state far from the valleys is excluded as well. Everywhere \(E_s\ge t|f|\), so a state with energy of a few \(\lambda\) needs \(|f|\) of order \(\lambda/t\), here less than a few hundredths. Such small values occur in small pockets around \(K_\pm\), where the expansion holds. The argument requires \(\lambda\) and \(|U|\) to be much smaller than \(t\), which is assumed from here on.

### The Dirac form and the four gaps

With the first-order result for \(f\), the off-diagonal element is

\[
-tf\simeq\hbar v(\eta q_x-iq_y),\qquad \hbar v=\frac{\sqrt3}{2}at .
\]

Let \(\tau_x,\tau_y,\tau_z\) be the Pauli matrices in the sublattice space. Near each valley

\[
H_{\eta s}=\hbar v(\eta q_x\tau_x+q_y\tau_y)+\Delta_{\eta s}\tau_z,\qquad
E=\sqrt{\hbar^2v^2q^2+\Delta_{\eta s}^2}.
\]

The small \(q^2\) term of the mass has been dropped. It changes the coefficient of \(q^2\) in \(E^2\) by a relative amount of at most order \(\lambda(|U|+\lambda)/t^2\).

For \(F>0\) the gaps are as follows.

- \((K_+,\uparrow)\) and \((K_-,\downarrow)\) have \(\eta s=+1\) and the gap \(2|U-\lambda|\).
- \((K_+,\downarrow)\) and \((K_-,\uparrow)\) have \(\eta s=-1\) and the gap \(2(U+\lambda)\).

Time reversal reverses both \(k\) and \(s\), so it keeps \(\eta s\) and joins the two members of each pair. The gap that closes therefore belongs to two spin-valley species at once. Reversing the field exchanges the roles of the pairs. At \(F=0\) all four gaps equal \(2\lambda\).

The closing is also an exchange of character. At \(K_+\) the spin-up state on sublattice A has energy \(U-\lambda\). Below the critical field it is the top of the valence band; above it, it is the bottom of the conduction band. The gap reopens with the sublattices interchanged.

If a substrate adds its own site-energy difference, so that \(U=e\ell F+U_0\), the closings move to \(F=(\pm\lambda-U_0)/(e\ell)\). They are then no longer symmetric in \(F\), and their half-separation, not the position of either, measures \(\lambda/(e\ell)\).

## Second half: from the gaps to the capacitance

### Results carried over

The two sublattices lie at heights \(\pm\ell\), a total field \(F\) gives them site energies \(\pm U=\pm e\ell F\), and \(\lambda\) is the spin-orbit energy. Near valley \(\eta=\pm1\), electrons of spin \(s=\pm1\) have energies \(\pm\sqrt{\hbar^2v^2q^2+\Delta_{\eta s}^2}\), with \(\Delta_{\eta s}=U-\eta s\lambda\), \(\hbar v=\sqrt3at/2\), lattice constant \(a\) and hopping \(t\gg\lambda,|U|\). Each value of \(|\Delta_{\eta s}|\) is shared by a time-reversed pair, so there are two edges,

\[
\Delta_-=\big|\lambda-|U|\big|,\qquad \Delta_+=\lambda+|U| .
\]

The lower one reaches zero at \(F_c=\lambda/(e\ell)\). Energies and the chemical potential \(\mu\) are measured from midgap.

### Density of states and capacitance at zero temperature

At energy \(E>|\Delta|\), the occupied pocket of one spin-valley species is a disc with \(q^2=(E^2-\Delta^2)/(\hbar v)^2\). There is one state per area \(4\pi^2\) of wave-vector space, for unit sample area, so the disc holds

\[
N(E)=\frac{\pi q^2}{4\pi^2}=\frac{E^2-\Delta^2}{4\pi\hbar^2v^2},\qquad
\frac{dN}{dE}=\frac{E}{2\pi\hbar^2v^2}.
\]

The mass has dropped out of the derivative; it decides only where the states begin. Two species share each edge, and the valence bands mirror the conduction bands. With \(\theta\) the unit step function,

\[
D(E)=\frac{|E|}{\pi\hbar^2v^2}\left[\theta(|E|-\Delta_-)+\theta(|E|-\Delta_+)\right].
\]

Let \(n\) be the density of electrons minus that of holes. The quantum capacitance per area, with \(U\) held fixed, is

\[
C_Q=e^2\left(\frac{\partial n}{\partial\mu}\right)_U,\qquad C_Q(T=0)=e^2D(\mu).
\]

At an edge \(\Delta\) it jumps by \(e^2\Delta/(\pi\hbar^2v^2)\). The height of a step is proportional to its distance from neutrality.

### Which steps merge

Two separations must be kept apart. On one side of neutrality the two steps are separated by

\[
\Delta_+-\Delta_-=\begin{cases}2|U|,&|U|\le\lambda\\2\lambda,&|U|\ge\lambda.\end{cases}
\]

This is zero at \(F=0\), grows to \(2\lambda\) at \(F_c\), and stays there. The steps on one side do not merge at the critical field; that field is where they reach their full separation.

The lower electron step at \(+\Delta_-\) and the lower hole step at \(-\Delta_-\) are \(2\Delta_-\) apart, which vanishes at \(F_c\). Their heights vanish with it. What remains is a V,

\[
C_Q=\frac{e^2|\mu|}{\pi\hbar^2v^2},\qquad |\mu|<2\lambda,\ |F|=F_c,\ T=0,
\]

followed by steps at \(|\mu|=2\lambda\), where \(C_Q\) doubles because the second pair of species joins the first. The carrier density at which this step is reached is

\[
n_+=\frac{(2\lambda)^2}{2\pi\hbar^2v^2},
\]

from \(N(E)\) with \(\Delta=0\), counted for two species.

### Finite temperature

Let \(n_F(x)=1/(1+e^{x/kT})\). An electron state at \(E\) is filled with probability \(n_F(E-\mu)\). A valence state at \(-E\) is empty with probability \(1-n_F(-E-\mu)=n_F(E+\mu)\). Hence

\[
n=\sum_{\Delta=\Delta_\pm}\int_\Delta^\infty\frac{E\,dE}{\pi\hbar^2v^2}\left[n_F(E-\mu)-n_F(E+\mu)\right].
\]

Differentiation with respect to \(\mu\) gives \(-n_F'(E-\mu)-n_F'(E+\mu)\) in the bracket. Integrate the first term by parts:

\[
-\int_\Delta^\infty E\,n_F'(E-\mu)\,dE
=\Delta\,n_F(\Delta-\mu)+\int_\Delta^\infty n_F(E-\mu)\,dE .
\]

The last integral is \(kT\ln(1+e^{(\mu-\Delta)/kT})\), as differentiation with respect to \(\Delta\) confirms. The second term follows by \(\mu\to-\mu\). Therefore

\[
C_Q=\frac{e^2}{\pi\hbar^2v^2}\sum_{\Delta=\Delta_\pm}\ \sum_{\sigma=\pm1}
\left[\Delta\,n_F(\Delta-\sigma\mu)+kT\ln\left(1+e^{(\sigma\mu-\Delta)/kT}\right)\right].
\]

At \(F_c\) and \(\mu=0\), the closed gap contributes \(2kT\ln2\) to the double sum. While \(kT\ll2\lambda\), the other edge adds almost nothing, and the point of the V is rounded into a floor proportional to temperature.

### The neutrality capacitance as a marker of the closing

A vanishing step is hard to follow in a sweep of \(\mu\). One can instead hold \(\mu=0\) and sweep the field. The contribution of one edge to the double sum is then

\[
J(\Delta)=2\left[\Delta\,n_F(\Delta)+kT\ln(1+e^{-\Delta/kT})\right].
\]

The derivative of the logarithmic term is \(-n_F(\Delta)\), which cancels one term of the product rule. With \(x=\Delta/kT\),

\[
\frac{dJ}{d\Delta}=2\Delta\,n_F'(\Delta)=-\tfrac12h(x),\qquad
h(x)=\frac{x}{\cosh^2(x/2)} .
\]

Each edge contributes less as it moves away from neutrality. Let \(y=\lambda/kT\) and \(u=U/kT\), with \(0<u<y\). Raising \(U\) lowers \(\Delta_-\) and raises \(\Delta_+\), so the sum changes at the rate

\[
\frac{d}{dU}\left[J(\Delta_-)+J(\Delta_+)\right]=\tfrac12\left[h(y-u)-h(y+u)\right].
\]

To find its sign, use \(\varphi(x)=(\ln h)'=1/x-\tanh(x/2)\). Then

\[
\ln\frac{h(y+u)}{h(y-u)}=\int_0^u\left[\varphi(y+w)+\varphi(y-w)\right]dw .
\]

The function \(\varphi\) is convex for \(x>0\), since \(\varphi''=2/x^3+\frac12\tanh(x/2)/\cosh^2(x/2)>0\). The integrand therefore starts at \(2\varphi(y)\) and grows with \(w\). Let \(x_0\) be the zero of \(\varphi\), given by \(x_0\tanh(x_0/2)=1\), or \(x_0=1.543\). There are two cases.

- If \(y\le x_0\), the integrand is positive for \(w>0\). The capacitance falls as the field rises from zero, and its maximum is at \(F=0\).
- If \(y>x_0\), the integral is first negative, then turns and grows without limit as \(u\to y\), because \(h(0)=0\). The capacitance rises, passes one maximum and falls again before \(F_c\).

For \(U>\lambda\) both edges move outward and the capacitance falls. The boundary between the two cases is

\[
T^*=\frac{\lambda}{kx_0}.
\]

Well below \(T^*\) the maximum lies very near \(F_c\). There \(h(y-u)\simeq y-u\) and \(h(y+u)\simeq8ye^{-2y}\), so \(\lambda-U\simeq8\lambda e^{-2\lambda/kT}\).

### Worked example

Take \(a=0.386\) nm, \(t=1.1\) eV, \(\lambda=3.9\) meV and \(\ell=0.023\) nm. These are rough values for ideal free-standing silicene. The spin-orbit energy is the least certain of them: an sp3 tight-binding estimate with an atomic spin-orbit strength of about 30 meV gives \(\lambda\) between 1 and 2.5 meV, depending on the hopping parameters, and first-principles gaps imply still smaller values. At fixed \(\ell\), \(t\) and \(a\), the critical field, the edge energies at a given \(F/F_c\) and the temperature \(T^*\) scale with \(\lambda\), and \(n_+\) scales with \(\lambda^2\), so the numbers below are an illustration and not a prediction. They give \(\hbar v=0.866\times0.386\times1.1=0.368\) eV nm, or \(v=5.6\times10^5\) m/s. The critical field is

\[
F_c=\frac{3.9\times10^{-3}\ \mathrm V}{0.023\ \mathrm{nm}}=1.70\ \mathrm{MV/cm}\quad(0.170\ \mathrm{V/nm}).
\]

The prefactor \(e^2/(\pi\hbar^2v^2)\) is 0.0377 µF/cm² per meV. Multiplying it by the edge energies gives the steps at zero temperature:

| \(F/F_c\) | edges (meV) | heights (µF/cm²) |
|---|---|---|
| 0 | 3.90, 3.90 | 0.147, 0.147 |
| 0.5 | 1.95, 5.85 | 0.074, 0.221 |
| 1 | 0, 7.80 | 0, 0.294 |
| 1.5 | 1.95, 9.75 | 0.074, 0.368 |

The lower step is the same at \(0.5F_c\) and \(1.5F_c\), because \(\Delta_-\) depends on the distance from \(F_c\); the upper step tells the two fields apart.

At 2 K, \(kT=0.172\) meV. At \(F_c\) and neutrality the floor is \(0.0377\times2\times0.172\times0.693=0.0090\) µF/cm². At half the critical field it is \(2\times10^{-6}\) µF/cm², so the closing shows as a strong peak in a field sweep. Across the upper step at \(F_c\), from 1 meV below to 1 meV above, \(C_Q\) rises from 0.257 to 0.663 µF/cm².

The marker temperature is \(T^*=29.3\) K. A numerical scan of the field puts the neutrality maximum at \(0.90F_c\) for 20 K, at \(0.68F_c\) for 25 K and at zero field for 35 K. Reading the critical field from this peak at 20 K would thus give a value 10% too low.

At 300 K, \(kT=25.9\) meV exceeds every edge in the table. At \(F_c\), \(C_Q\) is 2.68 µF/cm² at \(\mu=0\) and 2.73 µF/cm² at \(\mu=2\lambda\). The steps are washed out.

### How large are the neglected effects?

**Screening by the sheet.** In a lower-band state the weight on A minus that on B is \(-m_s/E_s\), where \(m_s\) is the lattice mass at that wave vector: it is the derivative of the energy \(-E_s\) with respect to \(m_s\). The B sublattice therefore holds more electrons per cell than A by the Brillouin-zone average of \(m_s/E_s\), summed over spin. Averaged on a grid of 1000 × 1000 wave vectors at \(U=\lambda\), this is 0.0063. Half of it is missing from one plane and added to the other. If both charges are smeared into planes, the opposing field is

\[
F_{\mathrm{back}}=\frac{e\times0.0063}{2\epsilon_0\left(\sqrt3a^2/2\right)}\approx4.4\ \mathrm{MV/cm}.
\]

The applied vacuum field must then be about \(1.7+4.4=6.1\) MV/cm, or 3.6 times \(F_c\). This is a mean-field estimate; it omits the other orbitals and the variation of the potential between atoms. The planes are only 0.046 nm apart, less than the size of an orbital, so the result depends strongly on how the charge is spread: with Gaussian clouds on the atoms, for on-site repulsions from 6.5 to 16 eV, the same estimate gives 1.3 to 6.6 times \(F_c\). The applied field exceeds the total field across the buckle by a factor that this model fixes only roughly. In an oxide of relative permittivity 3.9 the field for smeared planes is 1.6 MV/cm, and 0.6 to 2.9 MV/cm over the range just given, below a rough breakdown field of 10 MV/cm.

**Other orbitals.** The formula \(F_c=\lambda/(e\ell)\) assumes one orbital per atom. Buckling mixes this orbital with the others. In an sp3 tight-binding model the valley states then have about 7 to 17% of their weight on the opposite sublattice, depending on the hopping parameters chosen, and site energies \(\pm e\ell F\) split them by only about 0.7 to 0.9 of \(2e\ell F\). For a given \(\lambda\), this alone would raise the total field at the closing to about 1.2 to 1.5 times \(\lambda/(e\ell)\). A field also mixes the s and p\(_z\) orbitals of the same atom, however. With a free-atom matrix element of about 0.07 nm for \(z\), the same model closes at about 0.4 to 0.5 times \(\lambda/(e\ell)\). The one-orbital formula therefore gives only the order of magnitude of the closing field in real silicene.

**Rashba terms.** Take rough strengths of 0.01 meV for the field-induced term \(R_1\) and 0.7 meV for the intrinsic term \(R_2\), which enters as \(R_2qa\) and vanishes at the valley. With \(\sigma\) the spin matrices, they are

\[
\tfrac12R_1(\eta\tau_x\sigma_y-\tau_y\sigma_x)-aR_2\tau_z(q_y\sigma_x-q_x\sigma_y).
\]

The \(R_2\) term has the same sign in both valleys, as time reversal requires. Diagonalizing the four-band matrix at \(F_c\) for \(q\) up to \(2\lambda/\hbar v\) gives shifts below 0.0001 meV for either sign of \(R_2\). They are this small because the terms flip spin and, at \(F_c\), the two spins of a valley have different energies, so the shift is of second order. At the valley point \(R_1\) couples levels at 0 and \(2\lambda\), which move by about \(R_1^2/2\lambda\approx10^{-5}\) meV.

**Filling with one gate.** The upper step at \(F_c\) is reached at \(n_+=7.2\times10^9\) cm⁻². Charge on one gate changes the mean field at the sheet by \(en_+/2\epsilon_0=0.0065\) MV/cm, or 0.4% of \(F_c\). Holding \(U\) fixed is a good approximation over this range.

**Interactions between electrons.** At the density \(n_+\) the bare Coulomb energy \(e^2\sqrt{\pi n_+}/(4\pi\epsilon_0)\) is about 22 meV, which is larger than \(2\lambda\). In an oxide of relative permittivity 3.9 with a gate 10 nm away, exchange with the filled valence band, estimated without screening by the electrons themselves, raises the energy of the gapless band at \(2\lambda\) by roughly 10 meV and the edge \(\Delta_+=2\lambda\) of the gapped band, where the step lies, by roughly 20 meV (about 9 and 16 meV if the wave-vector cutoff is lowered from 7 to 2.5 nm⁻¹), both larger than \(2\lambda\) itself; exchange among the added carriers alone is below 1 meV. Screening by the electrons reduces these shifts, but the steps computed here are those of independent electrons, and their positions and heights may change substantially in a real sheet.

### Beside a real device

A measured capacitance includes the gate insulator. If one gate dominates and \(U\) is fixed, a change of gate voltage is shared between the insulator and the chemical potential, so \(1/C=1/C_g+1/C_Q\). For 10 nm of the oxide above, \(C_g=0.345\) µF/cm², and the values of \(C_Q\) found above at 2 K, 0.257 and 0.663 µF/cm² at 1 meV below and above the upper step, give \(C=0.147\) and 0.227 µF/cm². Real samples also break the assumptions of a free-standing and uniform sheet. Silicene is grown on metals such as silver, whose states mix with its own; the present bands do not describe that case. On an insulator, charged impurities make the density uneven. A rough density variation of \(10^{11}\) cm⁻², taken from experience with graphene on oxide, is 14 times \(n_+\). At \(F_c\), inverting \(n=(2\mu^2-4\lambda^2)/(2\pi\hbar^2v^2)\) gives a spread in \(\mu\) of about 21 meV, which would hide steps at 7.8 meV. Resolving them in this model requires density variations well below \(n_+\) as well as a thermal energy \(kT\) well below \(2\lambda\).
